# Tree-Level Unitarity in QED: Hermitian Amplitudes and Factorized Poles, part 2

The usual covariant Feynman rules give an internal photon line four components, whereas a real photon has two polarizations. It remains to show that these rules give the same QED tree amplitudes as Coulomb gauge, where photon states are transverse and charges also interact instantaneously, and to see how the unphysical components disappear.

Units are $\hbar=c=m_e=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$ with $e$ real. Electron and muon have charge $-e$. The covariant rules have vertex $ie\gamma^\mu$, fermion propagator $i(\slashed p+m)/(p^2-m^2+i\varepsilon)$ and photon propagator $-ig_{\mu\nu}/(k^2+i\varepsilon)$. Spinors obey $\slashed p\,u(p)=m\,u(p)$ and $\slashed p\,v(p)=-m\,v(p)$.

The scattering operator is $S=1+iT$, and a connected process $i\to f$ has amplitude $M_{fi}$, with $T_{fi}=(2\pi)^4\delta^4(P_f-P_i)\,M_{fi}$. With $T=\sum_{n\ge1}e^nT_n$, unitarity gives

$$-i\,(T_n-T_n^\dagger)=\sum_{k=1}^{n-1}T_k^\dagger\,T_{n-k}.\tag{2}$$

A driven three-level model, listed in the numerical output, tests (2); its "cut term" is the right-hand side.

The theorem, proved in Coulomb gauge, concerns connected trees at real momenta with no photon line of zero three-momentum. (i) If no internal line is on shell, $M_{fi}=M_{if}^*$; this is what "hermitian" means for an amplitude. (ii) If one internal line, of mass $m$ and momentum $P$ with $P^0>0$, approaches its mass shell while all others stay off shell, then

$$M_{fi}=-\frac{R}{P^2-m^2+i\varepsilon}+\text{regular},\qquad R=\sum_\lambda A_{f\lambda}A_{\lambda i}.\tag{1}$$

Here $A_{\lambda i}$ and $A_{f\lambda}$ are the on-shell tree amplitudes that create and absorb the particle, and $\lambda$ runs over its two physical polarizations or spin states. With $x=P^2-m^2$ and $R_{fi}$ the residue $R$ for $i\to f$, the anti-hermitian part near the pole is

$$M_{fi}-M_{if}^*=-R_{fi}\left[\frac1{x+i\varepsilon}-\frac1{x-i\varepsilon}\right]=R_{fi}\,\frac{2i\varepsilon}{x^2+\varepsilon^2}\ \longrightarrow\ 2\pi i\,R_{fi}\,\delta(x).\tag{4}$$

**Lemma 7 (conserved currents).** Take a fermion line with on-shell ends and other photon vertices in a fixed order. Attach one further photon of incoming momentum $k$ at every possible position. If its vertex $\gamma^\mu$ is contracted with $k_\mu$, the sum vanishes.

*Proof.* Let $G(p)=(\slashed p+m)/(p^2-m^2)$, so that $G(p)(\slashed p-m)=(\slashed p-m)G(p)=1$. Writing $\slashed k=(\slashed p+\slashed k-m)-(\slashed p-m)$,

$$G(p+k)\,\slashed k\,G(p)=G(p)-G(p+k).\tag{5}$$

Suppose there are $r\ge1$ other vertices and hence $r-1$ propagators between them. Let $Y_j$ be the chain in which the first $j$ propagators carry their original momenta and the later ones carry an extra $k$. By (5), inserting $\slashed k$ in propagator $j$ gives $Y_j-Y_{j-1}$. At the incoming end,

$$G(p+k)\,\slashed k\,u(p)=G(p+k)(\slashed p+\slashed k-m)\,u(p)=u(p),$$

which gives $+Y_0$. At the outgoing end,

$$\bar u(p')\,\slashed k\,G(p'-k)=-\bar u(p')(\slashed p'-\slashed k-m)\,G(p'-k)=-\bar u(p'),$$

which gives $-Y_{r-1}$. All insertions carry the same factors of $e$ and the same sign, so the total is proportional to

$$Y_0+\sum_{j=1}^{r-1}(Y_j-Y_{j-1})-Y_{r-1}=0 .$$

For $r=0$, $\bar u(p')\slashed ku(p)=\bar u(p')(\slashed p'-\slashed p)u(p)=(m-m)\,\bar u(p')u(p)=0$. ∎

Nothing was assumed about the other photons, which may be off shell. At an antifermion end, $u(p)$ is replaced by $v(p)$ and the momentum along the fermion arrow is $-p$. The steps are unchanged, because $(-\slashed p-m)\,v(p)=0$.

**Lemma 8 (what a photon line transmits).** Let $J^\mu$ and $J'^\mu$ be the complete currents at the two ends of an internal photon line, with $k\cdot J=k\cdot J'=0$. For $\mathbf k\neq0$,

$$\frac{J\cdot J'}{k^2}=-\frac{J^0J'^0}{|\mathbf k|^2}-\frac{\mathbf J_T\cdot\mathbf J'_T}{k^2},\tag{6}$$

where $T$ denotes the part perpendicular to $\mathbf k$.

*Proof.* With $J_L=\mathbf J\cdot\mathbf k/|\mathbf k|$, conservation reads $k^0J^0=|\mathbf k|J_L$, and likewise for $J'$. Hence

$$J\cdot J'=J^0J'^0-J_LJ'_L-\mathbf J_T\cdot\mathbf J'_T
=J^0J'^0\,\frac{|\mathbf k|^2-(k^0)^2}{|\mathbf k|^2}-\mathbf J_T\cdot\mathbf J'_T .$$

The fraction equals $-k^2/|\mathbf k|^2$. Division by $k^2$ gives (6). ∎

The left side of (6) is the covariant exchange, since $iM=(iJ^\mu)(-ig_{\mu\nu}/k^2)(iJ'^\nu)$ gives $M=J\cdot J'/k^2$. The right side is the Coulomb-gauge exchange. Its first term comes from the instantaneous interaction: a potential energy enters $M$ with a minus sign. In the second term, two vertices $-i\mathbf J$ and $-i\mathbf J'$ are joined by the transverse propagator $i(\delta_{ij}-k_ik_j/|\mathbf k|^2)/k^2$.

**Corollary (equality of the two sets of rules).** Every fermion line of a tree runs between external legs. Choose one internal photon line, keep the rest of the graph fixed, and sum over its positions on the fermion lines at its two ends. Lemma 7 makes both currents conserved, and (6) replaces the covariant propagator by the Coulomb-gauge one. Since Lemma 7 does not depend on the other photon lines, the replacement can be repeated until none is left. The covariant tree amplitude therefore equals the Coulomb-gauge one, and the theorem applies to it.

**The residue.** As $k^2\to0$ with $\mathbf k\ne0$, the Coulomb term in (6) stays finite. Only the transverse term has the pole, and

$$R=\mathbf J_T\cdot\mathbf J'_T=\sum_{\lambda=1}^{2}(\mathbf J\cdot\boldsymbol\epsilon_\lambda^*)(\mathbf J'\cdot\boldsymbol\epsilon_\lambda),$$

because two orthonormal transverse vectors satisfy $\sum_\lambda\epsilon^*_{\lambda i}\epsilon_{\lambda j}=\delta_{ij}-k_ik_j/|\mathbf k|^2$. The emission and absorption amplitudes are $J\cdot\epsilon_\lambda^*=-\mathbf J\cdot\boldsymbol\epsilon_\lambda^*$ and $J'\cdot\epsilon_\lambda=-\mathbf J'\cdot\boldsymbol\epsilon_\lambda$. The two minus signs cancel, in agreement with (1).

In the covariant form, $R=-J\cdot J'$ also contains a scalar part $-J^0J'^0$ and a longitudinal part $J_LJ'_L$. On shell, $k^0=|\mathbf k|$ gives $J_L=J^0$ and $J'_L=J'^0$, so the two parts cancel. Neither has to be small.

**Worked example.** Consider $e^-\gamma\mu^-\to e^-\gamma\mu^-$ at order $e^4$. If both external photons attach to the electron line, that line has three photon vertices and $3!=6$ orderings. There are six more with both on the muon line. With one on each line there are two choices of which photon goes where, and $2\times2$ orderings for each. The total is $6+6+8=20$ graphs.

Four-momenta are written $(E,p_x,p_y,p_z)$ in units of $m_e$. The initial state is

$$p=(1.16619,0,0,0.6),\qquad q=(1,0,0,-1),\qquad l=(206.768,0,0,0)$$

for the electron, photon and muon. The numbers below also depend on the final directions, which are fixed in rest frames reached by pure boosts. At the off-pole point and at the photon pole, $\mathbf k$ points along $(0.6,0,0.8)$ in the rest frame of $p+q$, and the final photon along $(0,0.8,-0.6)$ in the rest frame of $k+l$. At the electron pole, the internal electron of momentum $K$ points along $(-0.6,0,-0.8)$ in the rest frame of $p+q$, and the final electron along $(0,0.8,-0.6)$ in the rest frame of $K+l$. Fermion spins are up or down along $z$ in the rest frame, with $u=(\slashed p+m)\chi/\sqrt{E+m}$ in the Dirac representation, where $\chi$ is the first or second unit four-spinor. A photon along $\mathbf n$ has helicity vectors $(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$, with $\mathbf e_1$ the unit vector along $\mathbf n\times\hat{\mathbf x}$ and $\mathbf e_2=\mathbf n\times\mathbf e_1$. In the order electron, muon, photon, the spins quoted are $(\downarrow,\downarrow,+)\to(\downarrow,\downarrow,+)$ off the pole, $(\uparrow,\uparrow,-)\to(\uparrow,\uparrow,-)$ at the photon pole and $(\uparrow,\downarrow,-)\to(\uparrow,\downarrow,+)$ at the electron pole. Other phase choices for the external states change the real and imaginary parts but not the magnitudes.

*Away from the poles.* Let the photon passed from the electron to the muon have $k^2=0.3\,m_e^2$. Two spin assignments, related by reversing all spins, share the largest magnitude. For one of them,

$$M_{fi}=(-15.375+15.614\,i)\,m_e^{-2},\qquad M_{if}=(-15.375-15.614\,i)\,m_e^{-2}.$$

The amplitude is far from real, yet it is hermitian. Over all 64 spin assignments the largest violation is $9.1\times10^{-16}$ of the largest amplitude.

The graphs in which the initial photon attaches to the electron and the final photon to the muon also test (6). For the same spins, in units of $m_e^{-2}$,

$$\underbrace{(-0.02031-0.01563\,i)}_{\text{Coulomb}}+\underbrace{(-0.09699+0.03661\,i)}_{\text{transverse}}=-0.11730+0.02098\,i ,$$

against $-0.11731+0.02098\,i$ from the covariant propagator. The last digit differs by rounding of the displayed terms.

*Photon pole.* Choose the final electron momentum $p'=(1.44676,-0.49777,0,-0.91943)$. The internal photon then has

$$k=p+q-p'=(0.71943,\,0.49777,\,0,\,0.51943).$$

Its square is $0.51758-0.24777-0.26981=0$ to the digits shown. The photon is real: Compton scattering on the electron is followed by Compton scattering on the muon.

To isolate the residue, evaluate the full amplitude at $k^2=\pm x$. With $M(x)=-R(x)/x+B(x)$ and smooth $R$ and $B$,

$$-\frac x2\,[M(x)-M(-x)]=\frac{R(x)+R(-x)}2-\frac x2\,[B(x)-B(-x)]=R(0)+O(x^2).$$

With $x=10^{-4}\,m_e^2$, and for one of the two spin assignments that share the largest residue in magnitude, the 20 graphs give $R=0.029549+0.010897\,i$. The sum of products of two Compton amplitudes over two photon polarizations gives the same digits. Over all 64 spin assignments the two calculations differ by at most $4.7\times10^{-6}$ of the largest residue. The residue has no unit, since four-leg amplitudes are dimensionless.

The unphysical parts of the numerator for these spins are

$$-J^0J'^0=-0.011376+0.009497\,i,\qquad J_LJ'_L=+0.011376-0.009497\,i .$$

Each is comparable in size to $R$, and their sum vanishes to rounding accuracy.

*Electron pole.* The same amplitude has a pole in $K=p+q-q'$, where $q'$ is the final photon momentum. At $K=(1.44676,-0.49777,0,-0.91943)$,

$$K^2=2.0931-0.2478-0.8454=1.000$$

within rounding. The process is now Compton scattering followed by electron–muon scattering. For one of the two spin assignments that share the largest residue in magnitude, both the full amplitude and the sum over two electron spins give $R=-24.834-1.111\,i$.

*Anti-hermitian part.* At small finite $\varepsilon$, (4) can be integrated over $x$ from $-W$ to $W$:

$$\frac1{2\pi i}\int_{-W}^{W}(M_{fi}-M_{if}^*)\,dx\simeq\frac R{2\pi}\int_{-W}^{W}\frac{2\varepsilon\,dx}{x^2+\varepsilon^2}=\frac{2R}\pi\arctan\frac W\varepsilon\simeq R\left(1-\frac{2\varepsilon}{\pi W}\right).$$

For $\varepsilon=10^{-6}\,m_e^2$ and $W=10^{-2}\,m_e^2$ the correction is $2\times10^{-4}/\pi=6.4\times10^{-5}$. The real part at the electron pole should therefore be $-24.8344\,(1-0.000064)=-24.8328$, and the integral gives $-24.8328$. At the photon pole the integral gives $0.029547+0.010896\,i$, which differs from $R$ by less than one part in $10^4$. Thus the anti-hermitian part has the strength required by unitarity at both poles.

**Remark (both orderings are needed).** Suppose the electron current keeps only the graph that absorbs the initial photon, of polarization $\epsilon$, before emitting the internal one. Call this current $J_1$. The outgoing-end step of Lemma 7 is no longer compensated, and $k\cdot J_1=-e^2\,\bar u(p')\slashed\epsilon u(p)$. The muon current is still conserved, so on shell $J'_L=J'^0$. The unphysical remainder is

$$-J_1^0J'^0+J_{1L}J'_L=-(J_1^0-J_{1L})J'^0=-\frac{k\cdot J_1}{k^0}J'^0=\frac{e^2}{k^0}\,\bar u(p')\slashed\epsilon u(p)\,J'^0 .$$

In the example the initial electron and photon move along one axis, and their total angular momentum component $J_z$ along it decides the outcome. With the other spins held at their photon-pole values, the remainder has magnitude $0.0099$ for $J_z=-\tfrac12$ and $0.0318$ for $J_z=+\tfrac12$. It vanishes for $J_z=\pm\tfrac32$. In those cases the retained graph itself is zero: its intermediate electron line has momentum along the axis and spin $\tfrac12$, so it cannot carry $|J_z|=\tfrac32$. The other ordering then supplies the whole current and is conserved by itself. With both orderings the cancellation holds in all four cases.

Keeping only $J_1$ therefore removes the whole electron current for $J_z=\pm\tfrac32$ and leaves an unphysical remainder for $J_z=\pm\tfrac12$. Dropping $J_1$ instead leaves the $J_z=\pm\tfrac32$ currents intact, while for $J_z=\pm\tfrac12$ the remainder has the same magnitude and the opposite sign, because the two orderings together give zero. The values quoted here, with further digits, are in the numerical output.

## Computed values

```
fine-structure constant (no unit): 0.00729735
charge e (no unit): 0.302822
muon mass (m_e): 206.7683
four-momenta (E,x,y,z) in m_e:
initial electron: (1.16619, 0.00000, 0.00000, 0.60000)
initial muon: (206.76828, 0.00000, 0.00000, 0.00000)
initial photon: (1.00000, 0.00000, 0.00000, -1.00000)
three-level model, largest order-4 cut term: 1.20996
three-level model, worst mismatch, orders 1-4: 1.3e-12
off-pole point, photon k^2 (m_e^2): 0.3
spins (e,mu,photon) in, out: (1, 1, 0) (1, 1, 0)
M forward (m_e^-2): -1.53754e+01 +1.56138e+01 i
M reversed (m_e^-2): -1.53754e+01 -1.56138e+01 i
hermiticity error, 64 spin cases (relative): 9.1e-16
same point and spins, photon passed from e to mu (m_e^-2):
  covariant exchange: -1.17309e-01 +2.09788e-02 i
  Coulomb part: -2.03143e-02 -1.56346e-02 i
  transverse part: -9.69947e-02 +3.66134e-02 i
offset used for residues (m_e^2): 1e-04
eps, half-window of integral (m_e^2): 1e-06, 1e-02
PHOTON POLE, momenta in m_e, residues without unit
  internal line: (0.71943, 0.49777, 0.00000, 0.51943)
  final electron: (1.44676, -0.49777, 0.00000, -0.91943)
  final muon: (206.77185, 0.49605, -0.57355, 0.94780)
  final photon: (0.71587, 0.00172, 0.57355, -0.42837)
  spins (e,mu,photon) in, out: (0, 0, 1) (0, 0, 1)
  R from full amplitude: +2.95492e-02 +1.08970e-02 i
  R from two physical states: +2.95491e-02 +1.08970e-02 i
  worst error, 64 spin cases (relative): 4.7e-06
  anti-hermitian integral/(2 pi): +2.95473e-02 +1.08962e-02 i
ELECTRON POLE, momenta in m_e, residues without unit
  internal line: (1.44676, -0.49777, 0.00000, -0.91943)
  final electron: (1.44430, -0.00345, 0.83062, -0.62933)
  final muon: (206.77075, -0.49432, -0.83062, -0.29009)
  final photon: (0.71943, 0.49777, 0.00000, 0.51943)
  spins (e,mu,photon) in, out: (0, 1, 1) (0, 1, 0)
  R from full amplitude: -2.48344e+01 -1.11114e+00 i
  R from two physical states: -2.48344e+01 -1.11114e+00 i
  worst error, 64 spin cases (relative): 2.0e-09
  anti-hermitian integral/(2 pi): -2.48328e+01 -1.11107e+00 i
photon-pole numerator, unphysical parts (no unit):
  scalar: -1.13761e-02 +9.49704e-03 i
  longitudinal: +1.13761e-02 -9.49704e-03 i
|scalar + longitudinal| with both orderings / absorb-first only:
  e spin 0, photon 0, J_z -0.5: 2.7e-16 / 9.91048e-03
  e spin 0, photon 1, J_z +1.5: 5.4e-16 / 0.00000e+00
  e spin 1, photon 0, J_z -1.5: 3.3e-17 / 0.00000e+00
  e spin 1, photon 1, J_z +0.5: 5.4e-17 / 3.17989e-02
```
